**Loss peak of the Cole-Davidson permittivity**

For $\epsilon(\omega)=\epsilon_\infty+D/(1-i\omega\tau)^\beta$ with $0<\beta\le1$, the loss $\operatorname{Im}\epsilon$ has one maximum, at $\omega\tau=\tan[\pi/(2\beta+2)]$. Here $\tau$ is the relaxation-time parameter, $\beta$ the shape exponent, $D$ the relaxation strength and $\epsilon_\infty$ the real high-frequency permittivity. For six values of $\beta$ from 0.1 to 1, the program maximizes the loss numerically and asserts that the position and height agree with the formulas, and that the loss turns over once on a wide frequency grid. It asserts that the peak lies between $1/\tau$ and $1/(\beta\tau)$ at the sampled $\beta<1$, and compares the slope formula with finite differences and the small-$\beta$ form with a direct search. For four values of $\beta$ below one, quadrature over Debye processes with times up to $\tau$ is asserted to reproduce the norm, the mean time $\beta\tau$, the complex function and the slope of the loss. The output for $\hbar/\tau=1\ \mu\text{eV}$ and $\beta=0.5$ shows a peak at $1.732\ \mu\text{eV}$, or 418.8 MHz. The printed table shows the peak moving from $\omega\tau=1$ at $\beta=1$ to $6.955$ at $\beta=0.1$.

## Check in Python

```python
"""Loss peak of the Cole-Davidson permittivity.

Result under test: for eps(omega) = eps_inf + D / (1 - i omega tau)^beta with
0 < beta <= 1, the loss Im eps has one maximum, at
    omega tau = tan(pi / (2 beta + 2)),
which lies above 1/tau and below 1/(beta tau) when beta < 1.

Symbols: s = omega tau (dimensionless frequency), beta = shape exponent,
D = relaxation strength, x = (Debye time) / tau in the sum of Debye processes.
Time convention exp(-i omega t), so a passive medium has Im eps > 0.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def loss(s, beta):
    """Loss per unit relaxation strength, from the complex definition."""
    return np.imag((1 - 1j * s) ** (-beta))


def numerical_peak(beta):
    """Peak position in s, by direct maximization on a logarithmic axis."""
    found = minimize_scalar(lambda log_s: -loss(np.exp(log_s), beta),
                            bounds=(-5.0, 10.0), method="bounded",
                            options={"xatol": 1e-10})
    assert found.success
    return np.exp(found.x)


def peak_formula(beta):
    return np.tan(np.pi / (2 * beta + 2))


def slope_formula(s, beta):
    phi = np.arctan(s)
    return beta * np.cos(phi) ** (beta + 1) * np.cos((beta + 1) * phi)


def finite_difference_slope(s, beta):
    step = 1e-5 * s
    return (loss(s + step, beta) - loss(s - step, beta)) / (2 * step)


def debye_average(function, beta):
    """Average over Debye times; the end-point powers are in the weight."""
    value = quad(function, 0, 1, weight="alg", wvar=(beta - 1, -beta),
                 epsabs=1e-11, epsrel=1e-11)[0]
    return np.sin(np.pi * beta) / np.pi * value


# Peak position, height, bounds and uniqueness.
# A maximum is flat, so double precision fixes its position only to about
# the square root of the rounding error; hence the tolerance 1e-5.
betas = [0.1, 0.3, 0.5, 0.7, 0.9, 1.0]
log_grid = np.linspace(-12, 12, 4001)
peaks = {}
for beta in betas:
    s_peak = numerical_peak(beta)
    peaks[beta] = s_peak
    assert abs(s_peak / peak_formula(beta) - 1) < 1e-5
    height = np.cos(np.pi / (2 * beta + 2)) ** (beta + 1)
    assert abs(loss(s_peak, beta) - height) < 1e-10
    rising = np.diff(loss(np.exp(log_grid), beta)) > 0
    assert rising[0] and not rising[-1]
    assert np.count_nonzero(rising[1:] != rising[:-1]) == 1
    if beta < 1:
        assert 1.001 < s_peak < 0.999 / beta
    else:
        assert abs(s_peak - 1) < 1e-5

# Slope of the loss against finite differences of the definition.
for beta in betas:
    for s in [0.1, 0.5, 1.0, 3.0, 20.0]:
        difference = finite_difference_slope(s, beta)
        assert abs(difference - slope_formula(s, beta)) < 1e-8

# Small-beta limit of the peak position; the neglected term is of order
# beta squared, about 1e-4 here.
small_beta = 0.01
small_peak = numerical_peak(small_beta)
small_limit = 2 * (1 + small_beta) / (np.pi * small_beta)
assert abs(small_peak / small_limit - 1) < 3e-4

# Sum of Debye processes: norm, mean time, complex function and slope.
for beta in [0.3, 0.5, 0.7, 0.9]:
    assert abs(debye_average(lambda x: 1.0, beta) - 1) < 1e-8
    assert abs(debye_average(lambda x: x, beta) - beta) < 1e-8
    for s in [0.2, 1.0, 5.0]:
        real = debye_average(lambda x: 1 / (1 + (s * x) ** 2), beta)
        imag = debye_average(lambda x: s * x / (1 + (s * x) ** 2), beta)
        assert abs(real + 1j * imag - (1 - 1j * s) ** (-beta)) < 1e-8
        slope = debye_average(
            lambda x: x * (1 - (s * x) ** 2) / (1 + (s * x) ** 2) ** 2, beta)
        assert abs(slope - finite_difference_slope(s, beta)) < 1e-7
    for s in np.linspace(0.02, 1.0, 50):
        assert finite_difference_slope(s, beta) > 0

# Worked example with round model parameters.
energy_tau = 1.0e-6      # hbar / tau in eV
beta_model = 0.5
strength = 10.0
search = minimize_scalar(
    lambda energy: -strength * loss(energy / energy_tau, beta_model),
    bounds=(0.1 * energy_tau, 10 * energy_tau), method="bounded",
    options={"xatol": 1e-16})
energy_peak = energy_tau * peak_formula(beta_model)
assert abs(search.x / energy_peak - 1) < 1e-5
planck_ev = constants.h / constants.e
frequency_mhz = energy_peak / planck_ev / 1e6
phi_peak = np.pi / (2 * beta_model + 2)

print("Worked example (model parameters)")
print(f"hbar/tau = {energy_tau * 1e6:.3f} micro-eV")
print(f"beta = {beta_model:.2f} (dimensionless)")
print(f"relaxation strength D = {strength:.1f} (dimensionless)")
print(f"peak angle phi_p = {np.degrees(phi_peak):.3f} degrees")
print(f"omega_p tau, formula = {peak_formula(beta_model):.5f} (dimensionless)")
print(f"omega_p tau, direct search = {search.x / energy_tau:.5f}"
      " (dimensionless)")
print(f"peak energy hbar omega_p = {energy_peak * 1e6:.4f} micro-eV")
print(f"peak frequency omega_p/(2 pi) = {frequency_mhz:.1f} MHz")
print(f"loss at 1/tau = {strength * loss(1.0, beta_model):.4f}"
      " (dimensionless)")
print(f"loss at peak = {-search.fun:.4f} (dimensionless)")
print(f"loss at 1/(beta tau) = "
      f"{strength * loss(1 / beta_model, beta_model):.4f} (dimensionless)")
print(f"slope d(loss)/d(omega tau) at 1/tau = "
      f"{strength * finite_difference_slope(1.0, beta_model):.4f}"
      " (dimensionless)")
print(f"mean Debye time / tau = {debye_average(lambda x: x, beta_model):.4f}"
      " (dimensionless)")
print("Table, all dimensionless: beta, omega_p tau by search,")
print("omega_p tau by formula, upper bound 1/beta, peak loss / D")
for beta in betas:
    print(f"{beta:.1f}  {peaks[beta]:.4f}  {peak_formula(beta):.4f}"
          f"  {1 / beta:.4f}  {loss(peaks[beta], beta):.4f}")
print(f"small-beta check at beta = {small_beta:.2f} (dimensionless):")
print(f"omega_p tau by search = {small_peak:.3f},"
      f" limiting form = {small_limit:.3f} (dimensionless)")
print("finished without a failed check")
```

Output:

```
Worked example (model parameters)
hbar/tau = 1.000 micro-eV
beta = 0.50 (dimensionless)
relaxation strength D = 10.0 (dimensionless)
peak angle phi_p = 60.000 degrees
omega_p tau, formula = 1.73205 (dimensionless)
omega_p tau, direct search = 1.73205 (dimensionless)
peak energy hbar omega_p = 1.7321 micro-eV
peak frequency omega_p/(2 pi) = 418.8 MHz
loss at 1/tau = 3.2180 (dimensionless)
loss at peak = 3.5355 (dimensionless)
loss at 1/(beta tau) = 3.5158 (dimensionless)
slope d(loss)/d(omega tau) at 1/tau = 1.1377 (dimensionless)
mean Debye time / tau = 0.5000 (dimensionless)
Table, all dimensionless: beta, omega_p tau by search,
omega_p tau by formula, upper bound 1/beta, peak loss / D
0.1  6.9552  6.9552  10.0000  0.1171
0.3  2.6368  2.6368  3.3333  0.2598
0.5  1.7321  1.7321  2.0000  0.3536
0.7  1.3242  1.3242  1.4286  0.4228
0.9  1.0863  1.0863  1.1111  0.4769
1.0  1.0000  1.0000  1.0000  0.5000
small-beta check at beta = 0.01 (dimensionless):
omega_p tau by search = 64.293, limiting form = 64.299 (dimensionless)
finished without a failed check
```
